# Choosing scattering matrices over transfer matrices in layered transport calculations: verification in Python

```python
"""Result under test: scattering matrices of slabs, joined by the Redheffer
star product, give stable transmission where transfer matrices fail.
Flux modes: a (rightward), b (leftward), at direction cosines mu, weights w.
Slab: (a_right, b_left) = S (a_left, b_right), S = [[t, rp], [r, tp]].
Transfer: (a_right, b_right) = Q (a_left, b_left).
mfp is the mean free path, h the cell thickness, T the total transmission
for equilibrium injection. Lengths are in nm unless a name says otherwise.
The example is a copper film between ideal reservoirs, linear response.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import expm


def angles(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def rates(n, mfp, forward=0.0):
    """Net loss and backscattering matrices; forward is the mean cosine."""
    mu, w = angles(n)
    iso = w[:, None] / (2 * mu[None, :])
    bias = 3 * forward * np.outer(mu, mu)
    loss = np.diag(1 / mu) - iso * (1 + bias)
    return loss / mfp, iso * (1 - bias) / mfp


def midpoint(matrix, h):
    one = np.eye(len(matrix))
    return np.linalg.solve(one - h / 2 * matrix, one + h / 2 * matrix)


def scattering_cell(loss, back, h):
    return midpoint(np.block([[-loss, back], [back, -loss]]), h)


def transfer_generator(loss, back):
    return np.block([[-loss, back], [-back, loss]])


def parts(S):
    n = len(S) // 2
    return S[:n, :n], S[:n, n:], S[n:, :n], S[n:, n:]


def reflections(A, B):
    """Sum of all multiple reflections between slabs A and B."""
    rpA, rB = parts(A)[1], parts(B)[2]
    return np.linalg.inv(np.eye(len(rB)) - rpA @ rB)


def star(A, B):
    tA, rpA, rA, tpA = parts(A)
    tB, rpB, rB, tpB = parts(B)
    X = reflections(A, B)
    t = tB @ X @ tA
    rp = rpB + tB @ X @ rpA @ tpB
    r = rA + tpA @ rB @ X @ tA
    tp = tpA @ (tpB + rB @ X @ rpA @ tpB)
    return np.block([[t, rp], [r, tp]])


def doublings(S, count):
    levels = [S]
    for _ in range(count):
        levels.append(star(levels[-1], levels[-1]))
    return levels


def injection(n):
    mu, w = angles(n)
    return 2 * mu * w


def transmission(S):
    return float(np.sum(parts(S)[0] @ injection(len(S) // 2)))


def transfer_to_scattering(Q):
    q11, q12, q21, q22 = parts(Q)
    tp = np.linalg.inv(q22)
    r = -tp @ q21
    return np.block([[q11 + q12 @ r, q12 @ tp], [r, tp]])


def transfer_transmission(Q):
    if not np.all(np.isfinite(Q)):
        return float("nan")
    n = len(Q) // 2
    try:
        return float(np.sum(np.linalg.solve(Q[n:, n:], injection(n))))
    except np.linalg.LinAlgError:
        return float("nan")


# Star product against one global solve for three random asymmetric slabs
rng = np.random.default_rng(12)
n3 = 3
slabs = []
for _ in range(3):
    S = rng.random((2 * n3, 2 * n3))
    slabs.append(S / S.sum(axis=0))
# groups: a1 b1 a2 b2 are internal, then a_right b_left, a_left b_right
links = [((0, 5), (6, 1)), ((2, 1), (0, 3)), ((4, 3), (2, 7))]


def members(groups):
    return np.concatenate([np.arange(k * n3, (k + 1) * n3) for k in groups])


W = np.zeros((8 * n3, 8 * n3))
for S, (outs, ins) in zip(slabs, links):
    W[np.ix_(members(outs), members(ins))] += S
m = 6 * n3
solved = np.linalg.solve(np.eye(m) - W[:m, :m], W[:m, m:])
global_S = solved[4 * n3:]
left_first = star(star(slabs[0], slabs[1]), slabs[2])
right_first = star(slabs[0], star(slabs[1], slabs[2]))
assert np.allclose(left_first, global_S, atol=1e-11)
assert np.allclose(right_first, global_S, atol=1e-11)

# Copper film: rough typical inputs
lattice = 0.3615
mfp = 40.0
temperature = 300.0
debye = 340.0
N = 8
h = mfp / 1024
mu, w = angles(N)
loss, back = rates(N, mfp)
cell = scattering_cell(loss, back, h)
levels = doublings(cell, 20)
T = [transmission(S) for S in levels]
K = transfer_generator(loss, back)
Q_cell = midpoint(K, h)
assert np.allclose(transfer_to_scattering(Q_cell), cell, atol=1e-12)

# Positivity, its condition, and flux conservation
assert h * np.max(np.diag(loss)) <= 2
assert all(S.min() >= 0 for S in levels)
assert scattering_cell(loss, back, mfp).min() < 0
defects = [np.max(np.abs(S.sum(axis=0) - 1)) for S in levels]
assert max(defects) < 1e-7

# Second-order accuracy against the matrix exponential, thickness mfp/4
reference = transfer_to_scattering(expm(K * mfp / 4))
finer = doublings(scattering_cell(loss, back, h / 2), 9)[9]
error_h = np.max(np.abs(levels[8] - reference))
error_half = np.max(np.abs(finer - reference))
assert 3.8 < error_h / error_half < 4.2

# Growth rates and the dispersion relation
k_max = np.max(np.linalg.eigvals(K).real)
assert abs(np.sum(w / (1 - (k_max * mfp * mu) ** 2)) - 1) < 1e-8
growing = np.sum(np.linalg.eigvals(K).real * mfp > 0.1)
assert growing == N - 1
L_digits = np.log(1 / np.finfo(float).eps) / k_max
L_overflow = np.log(np.finfo(float).max) / k_max

# Transfer matrices by repeated squaring of the same cell
Qs = [Q_cell]
with np.errstate(all="ignore"):
    for _ in range(14):
        Qs.append(Qs[-1] @ Qs[-1])
    T_transfer = [transfer_transmission(Q) for Q in Qs]
assert abs(T_transfer[8] / T[8] - 1) < 1e-7
for level in range(11, 15):
    assert not abs(T_transfer[level] / T[level] - 1) < 1e-2
assert np.all(np.isfinite(Qs[13])) and not np.all(np.isfinite(Qs[14]))
assert h * 2**13 < L_overflow < h * 2**14
norm_12, norm_13 = (np.linalg.norm(Qs[i], 1) for i in (12, 13))
measured_rate = (np.log(norm_13) - np.log(norm_12)) / (h * 2**12)
assert abs(measured_rate / k_max - 1) < 1e-3

# The same transfer calculation in 500 digits, at 16 mean free paths
mp.mp.dps = 500
K_mp = mp.matrix(K.tolist())
one_mp = mp.eye(2 * N)
half_step = mp.mpf(h) / 2
Q_mp = mp.inverse(one_mp - half_step * K_mp) * (one_mp + half_step * K_mp)
for _ in range(14):
    Q_mp = Q_mp * Q_mp
out_mp = mp.lu_solve(Q_mp[N:, N:], mp.matrix(injection(N).tolist()))
T_mp = float(sum(out_mp[i] for i in range(N)))
assert abs(T[14] / T_mp - 1) < 1e-8

# One flux pair has no growing exponential: transfer stays finite
loss1, back1 = rates(1, 1.0)
Q1 = midpoint(transfer_generator(loss1, back1), 1 / 1024)
for _ in range(20):
    Q1 = Q1 @ Q1
assert abs(transfer_transmission(Q1) * (1 + 1024) - 1) < 1e-5

# Multiple-reflection norm: bounded, and linear in thickness when thick
X_norm = []
for S in levels:
    norm = np.linalg.norm(reflections(S, S), 1)
    rho_left = parts(S)[2].sum(axis=0).max()
    rho_right = parts(S)[1].sum(axis=0).max()
    assert norm <= (1 + 1e-6) / (1 - rho_left * rho_right)
    X_norm.append(norm)
assert abs(X_norm[19] / X_norm[18] - 2) < 0.04

# Thick-slab law, with the offset taken at 8 and 16 mean free paths
offset = 2 / T[13] - 1 / T[14]
slope = (1 / T[20] - 1 / T[19]) / 512
assert abs(slope / 0.75 - 1) < 1e-5
thick_deviation = abs(T[20] * (0.75 * 1024 + offset) - 1)
assert thick_deviation < 1e-5


def monte_carlo(length, count):
    """Isotropic flights; length is in mean free paths."""
    x = np.zeros(count)
    cosine = np.sqrt(rng.random(count))
    passed = 0
    while len(x):
        x = x + cosine * rng.exponential(size=len(x))
        passed += np.count_nonzero(x > length)
        x = x[(x >= 0) & (x <= length)]
        cosine = 2 * rng.random(len(x)) - 1
    estimate = passed / count
    return estimate, np.sqrt(estimate * (1 - estimate) / count)


flights = 400000
mc = {}
for level, length in ((10, 1.0), (12, 4.0)):
    mc[level] = monte_carlo(length, flights)
    assert abs(mc[level][0] - T[level]) < 4.5 * mc[level][1]

# Twice as many directions: same transmission, earlier transfer failure
loss16, back16 = rates(16, mfp)
T16 = transmission(doublings(scattering_cell(loss16, back16, h), 10)[10])
k16 = np.max(np.linalg.eigvals(transfer_generator(loss16, back16)).real)
assert abs(T16 / T[10] - 1) < 1e-3 and k16 > 3 * k_max

# Conversion to copper resistance
density = 4 / (lattice * 1e-9) ** 3
kF = (3 * np.pi**2 * density) ** (1 / 3)
G_quantum = 2 * const.e**2 / const.h
RA_ballistic = 1 / (G_quantum * kF**2 / (4 * np.pi))
resistivity = RA_ballistic * slope / (mfp * 1e-9)
drude = const.hbar * kF / (density * const.e**2 * mfp * 1e-9)
assert abs(resistivity / drude - 1) < 1e-5

# Sizes of neglected effects
mirror = 0.1
eye = np.eye(N)
face = np.block([[(1 - mirror) * eye, mirror * eye],
                 [mirror * eye, (1 - mirror) * eye]])
T_faces = transmission(star(star(face, levels[10]), face))
forward = 0.3
loss_f, back_f = rates(N, mfp * (1 - forward), forward)
levels_f = doublings(scattering_cell(loss_f, back_f, h), 16)
T_f = [transmission(S) for S in levels_f]
assert abs((1 / T_f[16] - 1 / T_f[15]) / 32 / 0.75 - 1) < 1e-5
fermi_energy = (const.hbar * kF) ** 2 / (2 * const.m_e)
thermal = const.k * temperature / fermi_energy
half_x = debye / temperature / 2
inelastic = 1 - (half_x / np.sinh(half_x)) ** 2
zone_face = np.sqrt(3) * np.pi / (lattice * 1e-9)

print(f"Lattice constant, rough input: {lattice:.4f} nm")
print(f"Mean free path, rough input: {mfp:.1f} nm")
print(f"Temperature: {temperature:.0f} K; Debye, rough: {debye:.0f} K")
print(f"Flux modes per direction: {N}; cell thickness: {h:.5f} nm")
print(f"Smallest direction cosine: {mu[0]:.5f}")
print(f"Largest growth rate k_max: {k_max:.4f} per nm")
print(f"k_max times mean free path: {k_max * mfp:.3f}")
print(f"Growth rate measured from matrix norms: {measured_rate:.4f} per nm")
print(f"Estimated digit-loss thickness: {L_digits:.1f} nm")
print(f"Estimated overflow thickness: {L_overflow:.0f} nm")
print("Thickness nm | T star | T transfer | area resistance mOhm um2")
for i in range(8, 15):
    print(f"{h * 2**i:6.0f} | {T[i]:.6f} | {T_transfer[i]:.6g} | "
          f"{RA_ballistic / T[i] * 1e15:.4f}")
print(f"T at 640 nm, transfer with 500 digits: {T_mp:.6f}")
print(f"Relative difference star/500 digits: {abs(T[14] / T_mp - 1):.1e}")
print(f"Largest transfer entry at 320 nm: {np.max(np.abs(Qs[13])):.1e}")
for i in (10, 12):
    print(f"Monte Carlo T at {h * 2**i:.0f} nm: {mc[i][0]:.4f} "
          f"+/- {mc[i][1]:.4f}")
print(f"Monte Carlo flights per film: {flights}")
print(f"Cell error at 10 nm, step h: {error_h:.2e}")
print(f"Cell error at 10 nm, step h/2: {error_half:.2e}")
print(f"Reflection-sum norm, two 320 nm slabs: {X_norm[13]:.2f}")
print(f"Reflection-sum norm, two 10240 nm slabs: {X_norm[18]:.1f}")
print(f"Reflection-sum norm, two 20480 nm slabs: {X_norm[19]:.1f}")
print(f"Column-sum defect at 640 nm: {defects[14]:.1e}")
print(f"Column-sum defect at 40960 nm: {defects[20]:.1e}")
print(f"T at 40960 nm: {T[20]:.7f}")
print(f"Relative deviation from thick-slab law there: {thick_deviation:.1e}")
print(f"Slope of 1/T per mean free path: {slope:.6f}")
print(f"Offset c of 1/T: {offset:.5f}")
print(f"T at 40 nm with 16 modes: {T16:.6f}")
print(f"Digit-loss thickness, 16 modes: "
      f"{np.log(1 / np.finfo(float).eps) / k16:.1f} nm")
print(f"Electron density: {density * 1e-27:.2f} per nm3")
print(f"Fermi wave number: {kF * 1e-9:.3f} per nm")
print(f"Fermi energy: {fermi_energy / const.e:.3f} eV")
print(f"Ballistic area resistance: {RA_ballistic * 1e15:.4f} mOhm um2")
print(f"Bulk resistivity from slope: {resistivity * 1e8:.4f} uOhm cm")
print(f"Drude resistivity: {drude * 1e8:.4f} uOhm cm")
print(f"Reflection assumed at each interface: {100 * mirror:.0f} %")
print(f"Resistance rise at 40 nm from interfaces: "
      f"{100 * (T[10] / T_faces - 1):.1f} %")
print(f"Mean scattering cosine in anisotropy check: {forward:.1f}")
print(f"Change of T at 40 nm from that: {100 * (T_f[10] / T[10] - 1):.2f} %")
print(f"Zone-face distance above Fermi radius: "
      f"{100 * (zone_face / kF - 1):.1f} %")
print(f"Inelastic factor at Debye energy, shift: {100 * inelastic:.1f} %")
print(f"Thermal energy over Fermi energy: {100 * thermal:.2f} %")
print(f"Wave interference scale 1/(kF mfp): "
      f"{100 / (kF * mfp * 1e-9):.2f} %")
print("verified")
```

Running it gives:

```
Lattice constant, rough input: 0.3615 nm
Mean free path, rough input: 40.0 nm
Temperature: 300 K; Debye, rough: 340 K
Flux modes per direction: 8; cell thickness: 0.03906 nm
Smallest direction cosine: 0.01986
Largest growth rate k_max: 1.2271 per nm
k_max times mean free path: 49.082
Growth rate measured from matrix norms: 1.2273 per nm
Estimated digit-loss thickness: 29.4 nm
Estimated overflow thickness: 578 nm
Thickness nm | T star | T transfer | area resistance mOhm um2
    10 | 0.820238 | 0.820238 | 1.0714
    20 | 0.704169 | 0.704169 | 1.2481
    40 | 0.553406 | -0.014056 | 1.5881
    80 | 0.390060 | -8.33112e-24 | 2.2531
   160 | 0.245971 | 8.99937e-68 | 3.5730
   320 | 0.141529 | -2.17846e-152 | 6.2096
   640 | 0.076536 | nan | 11.4827
T at 640 nm, transfer with 500 digits: 0.076536
Relative difference star/500 digits: 6.4e-12
Largest transfer entry at 320 nm: 3.7e+170
Monte Carlo T at 40 nm: 0.5527 +/- 0.0008
Monte Carlo T at 160 nm: 0.2470 +/- 0.0007
Monte Carlo flights per film: 400000
Cell error at 10 nm, step h: 1.53e-06
Cell error at 10 nm, step h/2: 3.83e-07
Reflection-sum norm, two 320 nm slabs: 4.10
Reflection-sum norm, two 10240 nm slabs: 97.1
Reflection-sum norm, two 20480 nm slabs: 193.1
Column-sum defect at 640 nm: 1.6e-12
Column-sum defect at 40960 nm: 9.8e-11
T at 40960 nm: 0.0013003
Relative deviation from thick-slab law there: 2.3e-08
Slope of 1/T per mean free path: 0.750000
Offset c of 1/T: 1.06567
T at 40 nm with 16 modes: 0.553406
Digit-loss thickness, 16 modes: 7.7 nm
Electron density: 84.67 per nm3
Fermi wave number: 13.585 per nm
Fermi energy: 7.031 eV
Ballistic area resistance: 0.8788 mOhm um2
Bulk resistivity from slope: 1.6478 uOhm cm
Drude resistivity: 1.6478 uOhm cm
Reflection assumed at each interface: 10 %
Resistance rise at 40 nm from interfaces: 12.6 %
Mean scattering cosine in anisotropy check: 0.3
Change of T at 40 nm from that: -0.23 %
Zone-face distance above Fermi radius: 10.8 %
Inelastic factor at Debye energy, shift: 10.0 %
Thermal energy over Fermi energy: 0.37 %
Wave interference scale 1/(kF mfp): 0.18 %
verified
```
